# Why an excellent scatterometry fit does not prove a unique profile

Two resist-like line gratings have period 100 nm. One has height 150.0 nm, width 50.0 nm and refractive index 1.60. The other has the same height to within 0.01 nm, width 45.2 nm and index 1.65. Their reflectance spectra from 450 to 900 nm, taken at normal incidence with the electric field along the lines, differ by only \(6.9\times10^{-5}\) (root mean square, absolute reflectance). With noise of \(1\times10^{-3}\) per point, both profiles fit the same data excellently.

A good fit therefore shows that a profile is compatible with the data, not that other profiles are excluded. How far apart the compatible profiles lie depends on how the spectrum responds to joint changes of the parameters, and the quality of the fit does not reveal this.

## The grating and its spectrum

Lines of height \(h\), width \(w\) and real index \(n\) repeat along \(x\) with period \(\Lambda\). They stand in vacuum on a substrate of index \(n_s=4.00\). Walls are vertical, and all materials are lossless and nondispersive. These are round model parameters. Define

\[
f=\frac{w}{\Lambda},\qquad g=\frac{\lambda}{\Lambda},\qquad k_0=\frac{2\pi}{\lambda},\qquad c=f(n^2-1).
\]

Light travels along \(+z\), with time factor \(e^{-i\omega t}\). In TE polarization the electric field points along the lines and obeys

\[
\partial_x^2E+\partial_z^2E+k_0^2\,\varepsilon(x)E=0 .
\]

Write \(E=\sum_m S_m(z)e^{2\pi imx/\Lambda}\), and let \(\varepsilon_m\) be the Fourier coefficients of \(\varepsilon(x)\). Since \((2\pi m/\Lambda)^2=k_0^2m^2g^2\), each order satisfies

\[
\frac{S_m''}{k_0^2}=m^2g^2S_m-\sum_k\varepsilon_{m-k}S_k .
\]

The matrix on the right has eigenvalues \(q_j^2\) and eigenvectors \(W_{mj}\), so inside the grating

\[
S_m=\sum_jW_{mj}\left[a_je^{-q_jk_0z}+b_je^{q_jk_0(z-h)}\right].
\]

The field and its \(z\)-derivative are continuous at both faces. With reflected amplitudes \(r_m\) and transmitted amplitudes \(t_m\),

\[
\begin{aligned}
\delta_{m0}+r_m&=S_m(0), & i\sqrt{1-m^2g^2}\,(\delta_{m0}-r_m)&=S_m'(0)/k_0,\\
t_m&=S_m(h), & i\sqrt{n_s^2-m^2g^2}\;t_m&=S_m'(h)/k_0 .
\end{aligned}
\]

These linear equations give the reflectance \(R=|r_0|^2\). Because \(n_s\Lambda=400\) nm is shorter than every wavelength used, all orders except \(m=0\) are evanescent outside the grating.

## Why width and index can trade places

For a fine grating, \(g\) is large and the field is nearly uniform in \(x\). Seek a mode \(u(x)e^{ik_0\sqrt{\varepsilon_{\rm TE}}\,z}\) with \(u_0=1\). The equations for order zero and for \(m\ne0\) are

\[
\varepsilon_{\rm TE}=\varepsilon_0+\sum_{m\ne0}\varepsilon_{-m}u_m,
\]
\[
(m^2g^2+\varepsilon_{\rm TE}-\varepsilon_0)u_m=\varepsilon_m+\sum_{k\ne0,m}\varepsilon_{m-k}u_k .
\]

The second equation gives \(u_m\simeq\varepsilon_m/(m^2g^2)\) at leading order. For real \(\varepsilon(x)\), \(\varepsilon_{-m}=\varepsilon_m^*\), hence

\[
\varepsilon_{\rm TE}\simeq\varepsilon_0+\frac1{g^2}\sum_{m\ne0}\frac{|\varepsilon_m|^2}{m^2}.
\]

The average permittivity is \(\varepsilon_0=(1-f)+fn^2=1+c\). To find the sum, let \(G(x)\) be the periodic, zero-mean function with \(G'=(2\pi/\Lambda)(\varepsilon-\varepsilon_0)\). Its coefficients are \(G_m=\varepsilon_m/(im)\), so by Parseval's theorem the sum equals the mean of \(G^2\).

Inside a line, \(\varepsilon-\varepsilon_0=(n^2-1)(1-f)\). Across its width \(f\Lambda\), \(G\) rises linearly by \(D=2\pi c(1-f)\), and it falls linearly by the same amount across the space. It thus covers the interval from \(-D/2\) to \(D/2\) uniformly, and its mean square is \(D^2/12\). Therefore

\[
\boxed{\varepsilon_{\rm TE}\simeq1+c+\frac{\pi^2}{3}\left(\frac{\Lambda}{\lambda}\right)^2c^2(1-f)^2 }
\]

For the first grating \(c=0.50(1.60^2-1)=0.780\). At 600 nm the correction is \(3.290\times(1/6)^2\times0.6084\times0.25=0.0139\). The total, 1.7939, agrees with the root of the full dispersion relation to within \(10^{-5}\).

The next term comes from products \(\varepsilon_{-m}\varepsilon_{m-k}\varepsilon_k/(m^2k^2g^4)\) and is generally of order \((\Lambda/\lambda)^4\). At \(f=1/2\) it vanishes: nonzero even coefficients are absent, while the difference of two odd indices is even. The remaining corrections start at order \((\Lambda/\lambda)^6\). Halving the period from 50 to 25 nm reduces the error by 15.95 at \(f=0.3\) and by 64.00 at \(f=0.5\), as these powers require.

### The small-period limit

As \(\Lambda/\lambda\to0\), the grating acts in TE as a uniform film of index \(N=\sqrt{1+c}\). Let \(a\) and \(b\) be the downward and upward amplitudes at its top, and \(\varphi=2\pi Nh/\lambda\). Matching at the bottom gives

\[
b=a\rho,\qquad \rho=r_2e^{2i\varphi},\qquad r_2=\frac{N-n_s}{N+n_s}.
\]

At the top, \(1+r=a(1+\rho)\) and \(1-r=Na(1-\rho)\). Eliminating \(a\),

\[
r=\frac{(1-N)+\rho(1+N)}{(1+N)+\rho(1-N)}
=\frac{r_1+r_2e^{2i\varphi}}{1+r_1r_2e^{2i\varphi}},\qquad r_1=\frac{1-N}{1+N}.
\]

Only \(h\) and \(c\) appear. Every pair \((w,n)\) with the same \(w(n^2-1)\) gives the same spectrum in this limit, however many wavelengths are measured and however low the noise is. Differentiating at constant \(c\),

\[
(n^2-1)\,dw+2nw\,dn=0\quad\Longrightarrow\quad
\frac{dw}{dn}=-\frac{2nw}{n^2-1}.
\]

At the first profile this slope is \(-160/1.56=-102.6\) nm per unit index. An index increase of 0.01 is hidden by lines about 1 nm narrower.

The height does not share this freedom. Here \(r_1r_2>0\), so the film reflectance is smallest when \(e^{2i\varphi}=-1\), that is, at \(\lambda=4Nh\) for the first-order minimum. There

\[
r=\frac{r_1-r_2}{1-r_1r_2}=\frac{n_s-N^2}{n_s+N^2}.
\]

This depth is the same for \(N\) and \(n_s/N\). For line indices below 2, however, \(N^2\le n^2<n_s\), which excludes the larger value. Within that range the depth of the minimum fixes \(N\), and its position then fixes \(h\). For \(N^2=1.78\) and \(h=150\) nm the minimum lies near 800 nm with \(R=(2.22/5.78)^2=0.148\), well inside the measured range.

### What a finite period changes

At finite period, two profiles with equal \(h\) and \(c\) but different \(f\) differ through \((1-f)^2\) in the boxed formula. The permittivity difference is of order \((\Lambda/\lambda)^2\). Evanescent modes excited at the faces do not alter this power. Their coefficients and their zeroth-order components are each of order \(g^{-2}\), and their slopes contain one factor \(g\), so they enter the zeroth-order matching only at order \(g^{-3}\). Halving a 20 nm period at fixed filling reduces the spectral difference by 3.96, close to the limiting factor 4.

The ambiguity is therefore generally not perfect at finite period. It becomes a weak dependence, which must be compared with the noise. How weak it is depends on \(\Lambda/\lambda\), which is at most 0.22 for the wavelengths used below. In the same model, 31 wavelengths from 250 to 900 nm would reduce the TE width error to about 1.5 nm and give \(\Delta\chi^2\approx12\) for the profile with \(n=1.65\).

## The counter-example in numbers

Take the noise-free TE spectrum of the first profile at 31 equally spaced wavelengths, fix a wrong index, and refit height and width. The results are:

| \(n\) | \(h\) (nm) | \(w\) (nm) | TE rms difference |
|---|---|---|---|
| 1.50 | 149.99 | 62.7 | \(1.5\times10^{-4}\) |
| 1.55 | 149.99 | 55.7 | \(7.3\times10^{-5}\) |
| 1.65 | 150.01 | 45.2 | \(6.9\times10^{-5}\) |
| 1.70 | 150.01 | 41.1 | \(1.3\times10^{-4}\) |

The width varies by more than 21 nm while the height moves by about 0.02 nm. In this example the correlated change is almost wholly one of width and index.

The row \(n=1.65\) can be built up in stages. Changing the index alone produces an rms difference of \(1.0\times10^{-2}\), ten times the noise. Keeping \(c\) constant requires

\[
w=50\times\frac{1.60^2-1}{1.65^2-1}=45.28\ \text{nm},
\]

and lowers the difference to \(2.2\times10^{-4}\). At this width \((1-f)^2\) has risen from 0.250 to 0.299, which raises the permittivity correction at 600 nm by about 0.003. A slightly smaller width offsets part of this: refitting it to 45.19 nm gives \(7.0\times10^{-5}\). The permittivity excess varies as \(1/\lambda^2\), so one width cannot cancel the whole change at every wavelength: a uniform film with the exact mode permittivity would leave about \(1.05\times10^{-4}\) after the same refit. The evanescent fields at the two faces contribute a difference of comparable size, about \(7\times10^{-5}\) rms, which here partly offsets that remainder. Refitting the height as well brings only a further one per cent, to \(6.9\times10^{-5}\).

With noise \(\sigma=10^{-3}\), the squared distance between the two spectra in noise units is

\[
\Delta\chi^2=31\left(\frac{6.88\times10^{-5}}{10^{-3}}\right)^2=0.147 .
\]

One simulated noisy spectrum shows the consequence. With the index fixed at 1.60 the fit returns \(w=49.9\) nm and \(\chi^2=31.3\); at 1.65 it returns \(w=45.1\) nm and \(\chi^2=31.7\). Both have 29 degrees of freedom. Neither residual gives a reason to reject its profile.

## The correct general statement

Let \(p\) contain the \(P\) unknown parameters and \(R_i(p)\) the model reflectances. The data are \(y_i=R_i(p_*)+\sigma\xi_i\), where the \(\xi_i\) are independent standard Gaussian numbers. The model is taken to be correct and \(\sigma\) to be known. Define

\[
\chi^2(p)=\sum_i\frac{[y_i-R_i(p)]^2}{\sigma^2},\qquad
J_{ij}=\frac{\partial R_i}{\partial p_j}\bigg|_{p_*},\qquad
F=\frac{J^{\mathsf T}J}{\sigma^2}.
\]

**Statement.** Two specified profiles are distinguishable only to the extent that their spectra differ in noise units. Where the model is linear and \(J\) has full column rank, the fitted parameters have covariance \(F^{-1}\), and the minimum \(\chi^2\) is statistically independent of their errors. If one parameter is displaced by \(\delta n\) and all others are refitted, the noise-free misfit is \(\delta n^2/(F^{-1})_{nn}\).

### Proof for two profiles

Let \(d_i=[R_i(p)-R_i(p_*)]/\sigma\). Then

\[
\chi^2(p)-\chi^2(p_*)=\sum_i\left[(\xi_i-d_i)^2-\xi_i^2\right]
=\|d\|^2-2\,\xi\cdot d .
\]

The product \(\xi\cdot d\) is Gaussian with mean zero and standard deviation \(\|d\|\). The true profile has the lower \(\chi^2\) when \(\xi\cdot d<\|d\|^2/2\), which happens with probability \(\Phi(\|d\|/2)\), where \(\Phi\) is the cumulative normal distribution.

This part needs no linear approximation. For the two profiles above, \(\|d\|=\sqrt{0.147}=0.383\). Since \(\Phi(x)\simeq\tfrac12+x/\sqrt{2\pi}\) for small \(x\), the probability is about \(0.5+0.192\times0.399=0.58\). Choosing the better fit is little better than tossing a coin.

### Proof that residual and error are independent

Near \(p_*\), put \(p=p_*+\delta\) and \(R(p)\simeq R(p_*)+J\delta\). Minimizing \(\|\sigma\xi-J\delta\|^2\) gives

\[
J^{\mathsf T}J\,\hat\delta=\sigma J^{\mathsf T}\xi,\qquad
\hat\delta=\sigma(J^{\mathsf T}J)^{-1}J^{\mathsf T}\xi .
\]

Because \(\langle\xi\xi^{\mathsf T}\rangle=1\), the covariance is \(\langle\hat\delta\hat\delta^{\mathsf T}\rangle=\sigma^2(J^{\mathsf T}J)^{-1}=F^{-1}\).

Now let \(\Pi=J(J^{\mathsf T}J)^{-1}J^{\mathsf T}\), the projector onto the spectral changes that the parameters can produce. The error \(\hat\delta\) depends only on \(\Pi\xi\), whereas the residual in noise units is \((1-\Pi)\xi\). Their cross-covariance is \(\Pi(1-\Pi)=0\). Jointly Gaussian quantities with zero cross-covariance are independent.

Thus \(\chi^2_{\min}\) measures noise that the parameters cannot imitate, and the parameter error comes from noise that they can. A large \(\chi^2_{\min}\) may expose a wrong model or a wrong noise estimate. Within a correct linear model, a small one says nothing about how close the fitted width is to the true width.

### Proof of the refitting formula

Collect the changes of height and width in \(s\), and partition \(F\) as

\[
F=\begin{pmatrix}A&b\\b^{\mathsf T}&a\end{pmatrix}.
\]

The misfit is \(Q=s^{\mathsf T}As+2\delta n\,b^{\mathsf T}s+a\,\delta n^2\). Setting its gradient with respect to \(s\) to zero gives \(s=-A^{-1}b\,\delta n\), so

\[
Q_{\min}=\delta n^2\left(a-b^{\mathsf T}A^{-1}b\right).
\]

The last column \((v,v_n)\) of \(F^{-1}\) satisfies \(Av+bv_n=0\) and \(b^{\mathsf T}v+av_n=1\). Hence \(v=-A^{-1}bv_n\) and \(v_n=1/(a-b^{\mathsf T}A^{-1}b)\). Since \(v_n=(F^{-1})_{nn}\), the formula follows. The ratios \(v/v_n\) give the compensating changes per unit index. \(\square\)

Allowing a further parameter to vary enlarges the set over which \(Q\) is minimized. It cannot raise \(Q_{\min}\), and so cannot reduce the formal error of \(n\). The same argument holds for any other parameter. A more flexible profile model may fit better and determine the width less well.

## What the formal errors show

For TE alone, the compensating slopes are \(dw/dn=-104.8\) nm and \(dh/dn=0.11\) nm. The first is close to the small-period value of \(-102.6\) nm. The formal standard errors are 0.09 nm in height, 13 nm in width and 0.13 in index, with a width–index correlation of \(-0.99998\).

If the index is known, the width error falls to 0.091 nm, about 146 times smaller. Quoting this smaller error for a fit with an assumed index omits the uncertainty of the assumption. An index wrong by 0.01 shifts the width by about 1 nm, while the expected increase in \(\chi^2\) is only \((0.01/0.127)^2\simeq0.006\).

The 13 nm error is a local linear estimate. The scan shows its limits: displacing the index by 0.10 gives \(\Delta\chi^2=0.68\) downwards and 0.55 upwards, against a symmetric prediction of \((0.10/0.127)^2=0.62\). The width changes are also unequal, \(+12.7\) and \(-8.9\) nm. The estimate gives the right scale, but not a literal confidence interval.

Full rank of \(J\) guarantees that noise-free spectra are distinct for sufficiently small parameter changes, because the linear term \(J\delta\) then dominates. It does not exclude a distant second solution.

## How the ambiguity can be removed

An independent index measurement with standard error \(s_n\) adds \(1/s_n^2\) to \(F_{nn}\). For \(s_n=0.005\) the width error becomes 0.53 nm. It is essentially the transferred index error, \(104.8\times0.005=0.52\) nm, combined in quadrature with 0.091 nm.

A second polarization supplies different information. In TM the magnetic field \(H\) points along the lines and obeys

\[
\partial_x\!\left(\frac1\varepsilon\partial_xH\right)+\partial_z\!\left(\frac1\varepsilon\partial_zH\right)+k_0^2H=0 .
\]

In the small-period limit the first term would dominate unless \(\varepsilon^{-1}\partial_xH\) were constant across a period. Periodicity of \(H\) makes that constant zero, so \(H\) is uniform in \(x\). Averaging the equation for \(H\propto e^{ik_0\sqrt{\varepsilon_{\rm TM}}z}\) gives

\[
\frac1{\varepsilon_{\rm TM}}=\left\langle\frac1\varepsilon\right\rangle
=1-f+\frac f{n^2}=1-\frac c{n^2}.
\]

TE supplies \(c\), and TM then supplies the index:

\[
n^2=\frac{c}{1-1/\varepsilon_{\rm TM}},\qquad f=\frac c{n^2-1}.
\]

For the first profile \(\varepsilon_{\rm TM}=1.4382\), and indeed \(0.780/(1-0.6953)=2.56=1.60^2\). In this limit and for this profile model, the two permittivities determine width and index uniquely.

The finite-period spectra show the same separation. The alternative with \(n=1.65\), hidden in TE, differs in TM by \(7.9\times10^{-3}\) rms. At 750 nm its TE reflectance is 0.14923 against 0.14926, but its TM reflectance is 0.229 against 0.219. Refitting height and width to both spectra at \(n=1.65\) leaves \(\Delta\chi^2\approx730\), which rejects that index decisively.

With both polarizations the formal errors are 0.075 nm in height, 0.13 nm in width and 0.0018 in index. The scatter of 200 simulated noisy fits is 0.078 nm, 0.13 nm and 0.0018. The numerical output lists these values.

This uniqueness still belongs to the model of vertical walls and constant index. Sidewall angle, corner rounding or dispersion would add columns to \(J\), and their correlations would have to be examined in the same way. The covariance, moreover, describes only independent noise of known size; it does not include a calibration error shared by many wavelengths, which can shift the parameters while hardly changing the residual. A fitted profile is adequately supported when the form of the model, its fixed inputs and the calibration of the reflectance are justified independently, the residual is acceptable, the covariance is small enough for the purpose, and a search away from the best fit finds no other acceptable profile. The first condition cannot be replaced by the others: in the TE example, an index wrongly fixed 0.02 too high hardly changes the residual or the formal width error, yet makes the width about 2 nm too small.

## Computed results

```
TE largest basis-size change of reflectance: 5.4e-07
TM largest basis-size change of reflectance: 2.4e-05
TE permittivity at 600 nm: leading 1.78000, second order 1.79390, exact mode 1.79389
Error ratio, period 50 nm over 25 nm, filling 0.3: 15.95
Error ratio, period 50 nm over 25 nm, filling 0.5: 64.00
TM leading permittivity: 1.43820
Spectral-gap ratio, period 20 nm over 10 nm: 3.955
Model: period 100 nm, substrate index 4.00, noise 0.0010, 31 wavelengths
True profile: h 150.0 nm, w 50.0 nm, n 1.60
TE refits: n, h/nm, w/nm, TE rms gap, TE delta chi2, TM rms gap
  1.50  149.987   62.694 1.48e-04 0.6818 1.79e-02
  1.55  149.994   55.743 7.28e-05 0.1642 8.58e-03
  1.65  150.005   45.186 6.88e-05 0.1469 7.86e-03
  1.70  150.008   41.101 1.33e-04 0.5493 1.51e-02
TE+TM refit at n 1.65: h 149.674 nm, w 46.982 nm, delta chi2 730.4
TE rms gap, index changed alone: 1.01e-02
TE rms gap, w from constant c (45.283 nm): 2.24e-04
TE rms gap, w refitted alone (45.187 nm): 6.95e-05
TE rms gap, h and w refitted: 6.88e-05
Reflectances: wavelength/nm, TE true, TE alt, TM true, TM alt
  450 0.34213 0.34226 0.32051 0.31958
  600 0.21284 0.21279 0.23817 0.24434
  750 0.14926 0.14923 0.21912 0.22908
  900 0.15463 0.15473 0.23295 0.24281
TE delta chi2 for dn 0.005: refit 1.551e-03, Fisher 1.560e-03
TE+TM delta chi2 for dn 0.005: refit 7.555e+00, Fisher 7.583e+00
TE weak direction: dh/dn 0.110 nm, dw/dn -104.784 nm
Constant-c slope dw/dn: -102.564 nm
Formal standard errors: h/nm, w/nm, n
  TE alone: 0.0882, 13.2671, 0.12661
  TE + index prior: 0.0871, 0.5314, 0.00500
  TE + TM: 0.0751, 0.1299, 0.00182
  TE, index known: 0.0871, 0.0911, fixed
Index prior standard deviation: 0.005
TE width error with h and n both known: 0.0896 nm
TE width-index correlation: -0.999976
Noisy TE fit at n 1.60: h 149.949 nm, w 49.876 nm, chi2 31.289, degrees of freedom 29
Noisy TE fit at n 1.65: h 149.954 nm, w 45.075 nm, chi2 31.667, degrees of freedom 29
TE+TM scatter of 200 noisy fits: h 0.0780 nm, w 0.1323 nm, n 0.00182
```
